# Lattice shrinkage from an uncorrected Pulay stress in silicon: verification in Python

```python
# Result under test: a cubic crystal relaxed with a FIXED list of plane waves
# shrinks by da/a = -p/(3B), where p is the Pulay pressure (converged pressure
# minus reported pressure) and B is the bulk modulus.
# Second order: da/a = -(x/3)*(1 - x*(Bp/2 + 1/6 + t)), x = p/B, Bp = dB/dP,
# t = dln(p)/dln(V) at fixed basis.
# Also tested: reported pressure = constant-cutoff pressure
#              - (2/(3V)) * |dE/dln(cutoff)|, averaged over a cutoff window.
# The test bed is silicon: self-consistent LDA, GTH pseudopotential, plane waves.
# Internal units are hartree and bohr; a is the cubic lattice constant.
import itertools
from collections import Counter
import numpy as np
from scipy import constants as const
from scipy.fft import fftn, ifftn
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import erfc
from pyscf.dft import libxc

BOHR = const.physical_constants["Bohr radius"][0] * 1e10
HARTREE = const.physical_constants["Hartree energy in eV"][0]
GPA = HARTREE * const.e / (BOHR * 1e-10) ** 3 / 1e9
PI = np.pi

# GTH pseudopotential parameters of silicon (LDA, four valence electrons)
Z, R_LOC, C_LOC = 4.0, 0.44, -7.33610297
R_S, R_P = 0.42273813, 0.48427842
COUPLING = np.zeros((5, 5))
COUPLING[:2, :2] = [[5.90692831, -1.26189397], [-1.26189397, 3.25819622]]
COUPLING[2:, 2:] = 2.72701346 * np.eye(3)
COUPLING = np.kron(np.eye(2), COUPLING)

# FFT grid and fcc lattice for a = 1; atoms at +-(1,1,1)/8, so H is real
NG = 27
NPTS = NG ** 3
freq = np.rint(np.fft.fftfreq(NG) * NG).astype(int)
MILLER = np.stack(np.meshgrid(freq, freq, freq, indexing="ij"), axis=-1)
RECIP = 2 * PI * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
DIRECT = 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
G2_UNIT = np.sum((MILLER @ RECIP) ** 2, axis=-1)
STRUCT = 2 * np.cos(PI * MILLER.sum(axis=-1) / 4)


def ewald_unit(eta):
    """Ion-ion energy times lattice constant."""
    ints = np.array(list(itertools.product(range(-4, 5), repeat=3)))
    cells = ints @ DIRECT
    r_same = np.linalg.norm(cells, axis=1)
    r_same = r_same[r_same > 1e-8]
    r_diff = np.linalg.norm(cells + 0.25, axis=1)
    real = Z**2 * (np.sum(erfc(eta * r_same) / r_same)
                   + np.sum(erfc(eta * r_diff) / r_diff))
    vol = 0.25
    g2, s = G2_UNIT.ravel()[1:], STRUCT.ravel()[1:]
    recip = 2 * PI / vol * Z**2 * np.sum(s**2 * np.exp(-g2 / (4 * eta**2)) / g2)
    return (real + recip - 2 * Z**2 * eta / np.sqrt(PI)
            - PI * (2 * Z) ** 2 / (2 * vol * eta**2))


EWALD = ewald_unit(4.0)
assert abs(EWALD - ewald_unit(5.0)) < 1e-7


def k_mesh(div):
    """Shifted mesh, reduced by axis permutations and inversion."""
    line = (2 * np.arange(div) + 1 - div) / (2 * div)
    count = Counter()
    for k in itertools.product(line, repeat=3):
        count[max(tuple(sorted(k)), tuple(sorted(-x for x in k)))] += 1
    return [(np.array(k), c / div**3) for k, c in count.items()]


def plane_waves(cutoff, a, div=2):
    """Integer vectors below the cutoff at lattice constant a, for each k."""
    basis = []
    for k, weight in k_mesh(div):
        q_all = (MILLER + k) @ RECIP
        mask = np.sum(q_all**2, axis=-1) / (2 * a * a) < cutoff
        m = MILLER[mask]
        diff = m[:, None, :] - m[None, :, :]
        assert np.abs(diff).max() <= NG // 2
        diff %= NG
        index = (diff[..., 0] * NG + diff[..., 1]) * NG + diff[..., 2]
        basis.append((weight, q_all[mask], m.sum(axis=1), mask, index))
    return basis


def one_body(a, wave):
    """Kinetic energies and nonlocal projectors at lattice constant a."""
    q = wave[1] / a
    q2 = np.sum(q * q, axis=1)
    xs = q2 * R_S**2
    pre = PI**1.25 / np.sqrt(4 * PI)
    s1 = 4 * np.sqrt(2) * R_S**1.5 * pre * np.exp(-xs / 2)
    s2 = 8 * np.sqrt(2 / 15) * R_S**1.5 * pre * (3 - xs) * np.exp(-xs / 2)
    p = (8 * R_P**2.5 * pre * np.exp(-q2 * R_P**2 / 2))[:, None] * q
    radial = np.column_stack([s1, s2, p]) * np.sqrt(2 / (a**3 / 4))
    phase = PI * wave[2] / 4
    proj = np.hstack([radial * np.cos(phase)[:, None],
                      radial * np.sin(phase)[:, None]])
    return q2 / 2, proj


def fields(a, shape):
    """Local ionic, Hartree and xc quantities; shape = density * volume."""
    vol = a**3 / 4
    rho = shape / vol
    g2 = G2_UNIT / a**2
    g2[0, 0, 0] = 1.0
    gauss = (2 * PI) ** 1.5 * R_LOC**3 * C_LOC
    v_ion = np.exp(-g2 * R_LOC**2 / 2) * (-4 * PI * Z / g2 + gauss)
    v_ion[0, 0, 0] = 2 * PI * Z * R_LOC**2 + gauss
    v_ion = v_ion * STRUCT / vol
    rho_g = fftn(rho) / NPTS
    v_har = 4 * PI * rho_g / g2
    v_har[0, 0, 0] = 0.0
    exc, vxc = libxc.eval_xc("lda,vwn", rho.ravel(), spin=0, deriv=1)[:2]
    return vol, rho, rho_g, v_ion, v_har, exc, vxc[0].reshape(rho.shape)


def total_energy(a, basis, orbitals, shape):
    """Kohn-Sham energy per two-atom cell for given orbital coefficients."""
    energy = EWALD / a
    for wave, c in zip(basis, orbitals):
        kin, proj = one_body(a, wave)
        b = proj.T @ c
        energy += 2 * wave[0] * (np.sum(kin[:, None] * c**2)
                                 + np.sum(b * (COUPLING @ b)))
    vol, rho, rho_g, v_ion, v_har, exc, _ = fields(a, shape)
    energy += vol * np.sum((rho_g.conj() * (v_ion + v_har / 2)).real)
    return energy + vol * np.mean(rho.ravel() * exc)


def solve(a, basis, shape=None):
    """Self-consistent energy, reported pressure (GPa), density shape."""
    shape = np.full((NG,) * 3, 2 * Z) if shape is None else shape.copy()
    fixed = []
    for wave in basis:
        kin, proj = one_body(a, wave)
        fixed.append(np.diag(kin) + proj @ COUPLING @ proj.T)
    for _ in range(40):
        _, _, _, v_ion, v_har, _, vxc = fields(a, shape)
        v_g = (v_ion + v_har + fftn(vxc) / NPTS).real.ravel()
        new, orbitals = np.zeros_like(shape), []
        for wave, h0 in zip(basis, fixed):
            _, c = eigh(h0 + v_g[wave[4]], subset_by_index=[0, 3],
                        overwrite_a=True, check_finite=False)
            orbitals.append(c)
            for band in c.T:
                box = np.zeros((NG,) * 3, dtype=complex)
                box[wave[3]] = band
                new += 2 * wave[0] * np.abs(ifftn(box) * NPTS) ** 2
        new = sum(new.transpose(p) for p in itertools.permutations(range(3))) / 6
        residual = np.mean(np.abs(new - shape))
        if residual < 1e-4:
            break
        shape += 0.7 * (new - shape)
    assert residual < 1e-4
    # pressure from scaling the cell with the orbital coefficients frozen
    up, down = a * 1.001, a * 0.999
    slope = (total_energy(up, basis, orbitals, new)
             - total_energy(down, basis, orbitals, new)) / ((up**3 - down**3) / 4)
    return total_energy(a, basis, orbitals, new), -slope * GPA, new


def nearest_root(poly):
    roots = np.roots(poly)
    roots = roots[np.abs(roots.imag) < 1e-10].real
    return roots[np.argmin(np.abs(roots))]


def second_order(x, bp, t):
    return -(x / 3) * (1 - x * (bp / 2 + 1 / 6 + t))


# ---- headline estimate, checked by minimizing an equation-of-state enthalpy
p_in, b_in, bp_in, a_in = 2.0, 98.0, 4.0, 5.43
linear_in = -p_in / (3 * b_in)


def enthalpy(v):
    y = v ** (-2 / 3)
    return (9 * b_in / 16 * ((y - 1) ** 3 * bp_in + (y - 1) ** 2 * (6 - 4 * y))
            + p_in * v)


v_min = minimize_scalar(enthalpy, bounds=(0.9, 1.05), method="bounded",
                        options={"xatol": 1e-10}).x
eos_in = v_min ** (1 / 3) - 1
assert abs(eos_in / linear_in - 1) < 0.06
assert abs(eos_in / second_order(p_in / b_in, bp_in, 0.0) - 1) < 0.01

# ---- high-cutoff reference for silicon
REF_CUT, CHECK_CUT = 14.0, 16.0
a_mid = 5.39 / BOHR
_, _, dens = solve(a_mid, plane_waves(6.0, a_mid))   # cheap starting density
ref_basis = plane_waves(REF_CUT, a_mid)
a_ref = a_mid * np.array([0.987, 1.0, 1.013])
p_ref = []
for a in a_ref:
    _, pressure, dens = solve(a, ref_basis, dens)
    p_ref.append(pressure)
poly = np.polyfit(a_ref - a_mid, p_ref, 2)
shift = nearest_root(poly)
a0 = a_mid + shift
slope0 = 2 * poly[0] * shift + poly[1]
bulk = -a0 * slope0 / 3
bulk_prime = -1 / 3 - a0 / 3 * 2 * poly[0] / slope0
assert 5.25 < a0 * BOHR < 5.50 and 80 < bulk < 115
_, p_check, dens = solve(a0, plane_waves(CHECK_CUT, a0), dens)

# ---- scan of cutoffs at three volumes, plane-wave lists rebuilt at each
cuts = np.geomspace(5.0, 10.0, 8)
vol0 = a0**3 / 4
volumes = vol0 * np.array([0.88, 1.0, 1.12])
e_tab, p_tab = np.zeros((3, len(cuts))), np.zeros((3, len(cuts)))
bases = []
for row in (1, 0, 2):
    a = a0 if row == 1 else (4 * volumes[row]) ** (1 / 3)
    for col, cut in enumerate(cuts):
        basis = plane_waves(cut, a)
        e_tab[row, col], p_tab[row, col], dens = solve(a, basis, dens)
        if row == 1:
            bases.append(basis)
energies, pulay = e_tab[1], -p_tab[1]
assert np.all(pulay > 0) and pulay[-1] < 0.5 * pulay[0]

# cutoff law: window averages (trapezoid in ln cutoff), Simpson over volume
span = np.log(cuts[-1] / cuts[0])
weights = np.ones(len(cuts))
weights[[0, -1]] = 0.5
weights /= weights.sum()
simpson = np.array([1, 4, 1]) / 6
e_mean = e_tab @ weights
p_const_cut = -(e_mean[2] - e_mean[0]) / (volumes[2] - volumes[0]) * GPA
p_reported = simpson @ (p_tab @ weights)
cut_term = simpson @ (2 / 3 * (e_tab[:, 0] - e_tab[:, -1]) / volumes / span) * GPA
law_ratio = (p_const_cut - p_reported) / cut_term
# tolerance covers the finite sampling of discrete plane-wave shells
assert abs(law_ratio - 1) < 0.25
# cutoff-only law for the Pulay pressure: printed to show what it misses
steps = 0.5 * (pulay[1:] + pulay[:-1]) * np.diff(np.log(cuts)) / GPA
integral = 1.5 * vol0 * np.concatenate([[0], np.cumsum(steps)])
cut_only_slope = np.polyfit(integral, energies[0] - energies, 1)[0]

# ---- relax the cell with the plane-wave list frozen
pick = int(np.argmin(np.abs(pulay - 2.0)))
basis, p0 = bases[pick], pulay[pick]
assert abs(p_check) < 0.3 * p0
linear = -p0 / (3 * bulk)
a_fix = a0 * (1 + linear * np.array([1.0, 0.0, -1.0]))
runs = []
for a in a_fix:
    e, pressure, dens = solve(a, basis, dens)
    runs.append((e, pressure))
e_fix, p_fix = np.array(runs).T
p_diff = -(e_fix[2] - e_fix[0]) / ((a_fix[2]**3 - a_fix[0]**3) / 4) * GPA
assert abs(p_diff - p_fix[1]) < 0.08   # finite volume step and SCF residual
poly_fix = np.polyfit(a_fix - a0, p_fix, 2)
a_star = a0 + nearest_root(poly_fix)
e_star, p_star, dens = solve(a_star, basis, dens)
assert abs(p_star) < 0.05 and e_star < e_fix[1]
actual = a_star / a0 - 1
bulk_fix = -a0 * poly_fix[1] / 3
t_exp = (bulk_fix - bulk) / p0
refined = second_order(p0 / bulk, bulk_prime, t_exp)
assert abs(actual / linear - 1) < 0.25
assert abs(actual / refined - 1) < 0.05

# ---- k-mesh check on the pressure gained between two cutoffs
mesh_p = []
for i in (0, 4):
    _, pressure, dens = solve(a0, plane_waves(cuts[i], a0, 4), dens)
    mesh_p.append(pressure)
gain_coarse, gain_fine = pulay[0] - pulay[4], mesh_p[1] - mesh_p[0]
# the gain subtracts two pressures that each carry shell noise
assert abs(gain_fine - gain_coarse) < 0.3 * pulay[0]
mesh_shift = mesh_p[1] + pulay[4]

alpha_rough, temp = 2.6e-6, 300.0
print("HEADLINE ESTIMATE")
print(f"input Pulay pressure: {p_in:.1f} GPa; bulk modulus: {b_in:.1f} GPa")
print(f"input rough lattice constant: {a_in:.2f} angstrom; rough B': {bp_in:.1f}")
print(f"linear volume change: {-100*p_in/b_in:.3f} percent")
print(f"linear lattice change: {100*linear_in:.3f} percent")
print(f"linear lattice change: {a_in*linear_in:.4f} angstrom")
print(f"equation-of-state lattice change: {100*eos_in:.3f} percent")
print("SILICON, LDA, REFERENCE")
print(f"reference cutoff: {REF_CUT*HARTREE:.1f} eV")
print(f"lattice constant: {a0*BOHR:.4f} angstrom")
print(f"bulk modulus: {bulk:.1f} GPa; B': {bulk_prime:.2f}")
print(f"pressure shift at cutoff {CHECK_CUT*HARTREE:.1f} eV: {p_check:.3f} GPa")
print(f"same shift as lattice change: {100*p_check/(3*bulk):.3f} percent")
print("CUTOFF SCAN: cutoff (eV), energy above last (eV/cell), Pulay (GPa)")
for cut, e, p in zip(cuts, energies, pulay):
    print(f"  {cut*HARTREE:.1f}  {(e-energies[-1])*HARTREE:.4f}  {p:.3f}")
print(f"window mean, constant-cutoff pressure: {p_const_cut:.3f} GPa")
print(f"window mean, reported pressure: {p_reported:.3f} GPa")
print(f"window mean, cutoff-slope term: {cut_term:.3f} GPa")
print(f"pressure gap / cutoff-slope term: {law_ratio:.3f}")
print(f"energy drop / cutoff-only Pulay law, slope: {cut_only_slope:.3f}")
print("FIXED-BASIS RELAXATION")
print(f"chosen cutoff: {cuts[pick]*HARTREE:.1f} eV")
print("plane waves at the k-points:", [len(w[1]) for w in basis])
print(f"Pulay pressure at start: {p0:.3f} GPa")
print(f"reported pressure at start: {p_fix[1]:.3f} GPa")
print(f"pressure from energy differences: {p_diff:.3f} GPa")
print(f"relaxed lattice constant: {a_star*BOHR:.4f} angstrom")
print(f"reported pressure after relaxation: {p_star:.3f} GPa")
print(f"actual lattice change: {100*actual:.3f} percent")
print(f"linear formula: {100*linear:.3f} percent")
print(f"second-order formula: {100*refined:.3f} percent")
print(f"fixed-basis bulk modulus: {bulk_fix:.1f} GPa")
print(f"Pulay volume exponent t: {t_exp:.2f}")
print("MESH CHECK AND NEGLECTED EFFECTS")
print(f"cutoffs compared: {cuts[0]*HARTREE:.1f} and {cuts[4]*HARTREE:.1f} eV")
print(f"Pulay difference, 2x2x2 mesh: {gain_coarse:.3f} GPa")
print(f"Pulay difference, 4x4x4 mesh: {gain_fine:.3f} GPa")
print(f"pressure shift from denser mesh: {mesh_shift:.3f} GPa")
print(f"same shift as lattice change: {100*mesh_shift/(3*bulk):.3f} percent")
print(f"LDA lattice constant against rough input: {100*(a0*BOHR/a_in-1):.2f} percent")
print(f"rough expansion coefficient: {alpha_rough:.1e} 1/K; temperature: {temp:.0f} K")
print(f"thermal expansion, upper estimate: {100*alpha_rough*temp:.3f} percent")
print("finished without a failed check")
```

Printed output:

```
HEADLINE ESTIMATE
input Pulay pressure: 2.0 GPa; bulk modulus: 98.0 GPa
input rough lattice constant: 5.43 angstrom; rough B': 4.0
linear volume change: -2.041 percent
linear lattice change: -0.680 percent
linear lattice change: -0.0369 angstrom
equation-of-state lattice change: -0.652 percent
SILICON, LDA, REFERENCE
reference cutoff: 381.0 eV
lattice constant: 5.3820 angstrom
bulk modulus: 99.0 GPa; B': 4.03
pressure shift at cutoff 435.4 eV: 0.132 GPa
same shift as lattice change: 0.045 percent
CUTOFF SCAN: cutoff (eV), energy above last (eV/cell), Pulay (GPa)
  136.1  1.3783  6.816
  150.2  1.0946  6.242
  165.9  0.8190  5.379
  183.1  0.5271  4.390
  202.2  0.3219  3.617
  223.2  0.1802  2.775
  246.5  0.0729  1.922
  272.1  0.0000  1.269
window mean, constant-cutoff pressure: 2.859 GPa
window mean, reported pressure: -2.825 GPa
window mean, cutoff-slope term: 5.609 GPa
pressure gap / cutoff-slope term: 1.013
energy drop / cutoff-only Pulay law, slope: 1.375
FIXED-BASIS RELAXATION
chosen cutoff: 246.5 eV
plane waves at the k-points: [344, 346]
Pulay pressure at start: 1.922 GPa
reported pressure at start: -1.922 GPa
pressure from energy differences: -1.904 GPa
relaxed lattice constant: 5.3492 angstrom
reported pressure after relaxation: -0.000 GPa
actual lattice change: -0.608 percent
linear formula: -0.647 percent
second-order formula: -0.604 percent
fixed-basis bulk modulus: 101.4 GPa
Pulay volume exponent t: 1.25
MESH CHECK AND NEGLECTED EFFECTS
cutoffs compared: 136.1 and 202.2 eV
Pulay difference, 2x2x2 mesh: 3.199 GPa
Pulay difference, 4x4x4 mesh: 3.499 GPa
pressure shift from denser mesh: -0.412 GPa
same shift as lattice change: -0.139 percent
LDA lattice constant against rough input: -0.88 percent
rough expansion coefficient: 2.6e-06 1/K; temperature: 300 K
thermal expansion, upper estimate: 0.078 percent
finished without a failed check
```
